# Braiding Majorana modes by parity measurements with an ancillary pair

## What symmetry fixes

Six Majorana operators are Hermitian and obey \(\{\gamma_i,\gamma_j\}=2\delta_{ij}\). The pair \((3,4)\) is ancillary; the other four modes carry one qubit. Define the parities

\[
A=i\gamma_3\gamma_4,\qquad B=i\gamma_1\gamma_3,\qquad C=i\gamma_2\gamma_3 ,
\]

each with eigenvalues \(\pm1\), and the projectors \(P_A^{s}=(1+sA)/2\), and likewise for \(B\) and \(C\). Measuring \(A,B,C,A\) in this order with outcomes \(s_0,s_1,s_2,s_3\) applies

\[
K=P_A^{s_3}P_C^{s_2}P_B^{s_1}P_A^{s_0}.
\]

There is no energy or time in \(K\), so it can contain nothing but pure numbers and signs. Take \(s_3=s_0\). Then \(K\) is an even operator in \(\gamma_1,\dots,\gamma_4\) that commutes with \(A\). On states with \(A=s_0\), such operators reduce to

\[
K=(\alpha+\beta\gamma_1\gamma_2)P_A^{s_0}.
\]

Replacing \(\gamma_1\) by \(-\gamma_1\) reverses \(s_1\), and replacing \(\gamma_2\) by \(-\gamma_2\) reverses \(s_2\). Hence \(\alpha\) does not depend on these outcomes, and \(\beta=\beta_0s_1s_2\). Taking the adjoint reverses the order of the projectors, and exchanging the labels 1 and 2 restores it. Both operations send \(\gamma_1\gamma_2\) to \(\gamma_2\gamma_1\), but the adjoint also conjugates the coefficients, so \(\alpha\) and \(\beta_0\) are real.

Two sums fix their sizes. Since \(B\) anticommutes with \(A\), \(P_ABP_A=0\), and summing \(K\) over \(s_2\) gives \(P_AP_B^{s_1}P_A=\tfrac12P_A\). Thus \(2\alpha=\tfrac12\). Since \(A\) is unbiased after a measurement of \(C\), the four outcomes with \(s_3=s_0\) have total probability \(\tfrac12\), so \(4(\alpha^2+\beta_0^2)=\tfrac12\). The result is \(\alpha=\tfrac14\), \(\beta_0=\pm\tfrac14\): a rotation generated by \(\gamma_1\gamma_2\), of fixed size. Symmetry leaves its direction open.

## The statement

The braid gate is

\[
U=e^{\pi\gamma_1\gamma_2/4}=\frac{1+\gamma_1\gamma_2}{\sqrt2},
\]

where the second form follows from \((\gamma_1\gamma_2)^2=-1\). Because \(\gamma_1\gamma_2\) anticommutes with \(\gamma_1\) and \(\gamma_2\), and \(U^2=\gamma_1\gamma_2\),

\[
U\gamma_1U^\dagger=U^2\gamma_1=-\gamma_2,\qquad U\gamma_2U^\dagger=U^2\gamma_2=\gamma_1 .
\]

It exchanges the two modes, with one sign. The claim is

\[
K=\frac{1}{2\sqrt2}\,Q\,U\,P_A^{s_0},
\]

with the correction \(Q\) read from the outcomes:

- \(s_3=s_0,\ s_1s_2=-1\): \(Q=1\)
- \(s_3=s_0,\ s_1s_2=+1\): \(Q=-\gamma_1\gamma_2\)
- \(s_3=-s_0,\ s_1s_2=+1\): \(Q=s_1B\)
- \(s_3=-s_0,\ s_1s_2=-1\): \(Q=s_2C\)

Both derivations below take uncoupled modes as exactly degenerate.

## First derivation: expanding the projectors

Any two of \(A,B,C\) share the single operator \(\gamma_3\), so they anticommute. Also

\[
CB=(i\gamma_2\gamma_3)(i\gamma_1\gamma_3)=-\gamma_2\gamma_3\gamma_1\gamma_3=\gamma_2\gamma_1=-\gamma_1\gamma_2 ,
\]

and therefore \(BC=\gamma_1\gamma_2\). With \(t=s_1s_2\), the inner projectors give

\[
P_C^{s_2}P_B^{s_1}=\tfrac14\left(1+s_1B+s_2C-t\gamma_1\gamma_2\right).
\]

The terms \(1\) and \(\gamma_1\gamma_2\) commute with \(A\) and preserve its value. The terms \(B\) and \(C\) anticommute with \(A\) and reverse it. The outer projectors therefore select

\[
K=\tfrac14(1-t\gamma_1\gamma_2)P_A^{s_0}\quad(s_3=s_0),
\]
\[
K=\tfrac14(s_1B+s_2C)P_A^{s_0}\quad(s_3=-s_0).
\]

In the first line, \(t=-1\) gives \(\sqrt2\,U/4=U/(2\sqrt2)\). For \(t=+1\) the bracket is \(\sqrt2\,U^\dagger\), and \(U^\dagger=U^{-2}U=-\gamma_1\gamma_2U\).

In the second line, \(B^2=C^2=1\) allows two factorizations:

\[
s_1B+s_2C=s_1B(1+tBC)=s_1B(1+t\gamma_1\gamma_2),
\]
\[
s_1B+s_2C=s_2C(1+tCB)=s_2C(1-t\gamma_1\gamma_2).
\]

The first gives \(\sqrt2\,s_1BU\) for \(t=+1\), the second \(\sqrt2\,s_2CU\) for \(t=-1\). This completes the list. Since \(Q\) and \(U\) are unitary, \(K^\dagger K=P_A^{s_0}/8\): given \(s_0\), all eight outcomes have probability \(1/8\) for every encoded state. The measurements learn nothing about the qubit, which is why they can act as a gate.

## Why the corrections are Pauli operators

Let the total parity \((i\gamma_1\gamma_2)(i\gamma_3\gamma_4)(i\gamma_5\gamma_6)\) be conserved and equal to \(+1\). The eight-dimensional space then has four allowed states, two for each value of \(A\). The logical operators

\[
Z=i\gamma_1\gamma_2,\qquad X=i\gamma_2\gamma_5,\qquad Y=iXZ=i\gamma_1\gamma_5
\]

commute with \(A\) and with the total parity. For each value of \(A\), choose a state with \(Z=+1\) and let \(X\) generate its partner. The matrices of \(X\) and \(Z\) are then the same for both ancilla values.

In this notation \(\gamma_1\gamma_2=-iZ\), so \(U=e^{-i\pi Z/4}\), and the second correction is \(iZ\). The operator \(B\) anticommutes with \(Z\), with which it shares \(\gamma_1\), and commutes with \(X\), with which it shares nothing. Its matrix between the two codes must therefore be proportional to \(X\). The operator \(C\) anticommutes with both \(Z\) and \(X\), so its matrix is proportional to \(Y\). The four cases are \(1,Z,X,Y\), each with probability \(1/4\). In the last two the ancilla sign has changed and must be recorded for the next gate.

If the record is lost and the ancilla is ignored, the four Paulis are averaged with equal weight and the qubit is maximally mixed. With \(s_0\) known, reading \(A\) again recovers \(s_3\) and so tells whether \(Z\) was reversed, but the phase between the two eigenstates of \(Z\) remains lost. The outcomes are thus part of the gate.

## Second derivation: transport around a closed path

Now let the modes be coupled by

\[
H=-\frac{\Delta}{2}\,n,
\]

where \(n\) moves slowly from \(s_0A\) to \(s_1B\), to \(s_2C\), and back to \(s_0A\). With \(A\) on, modes 1 and 2 are free. Turning the coupling to \(B\) moves the content of mode 1 to mode 4; turning it to \(C\) moves that of mode 2 to mode 1; the return moves the content of mode 4 to mode 2. This is a physical exchange.

Consider one leg, from \(a\) to \(b\), with \(a^2=b^2=1\) and \(ab=-ba\). Let

\[
n=a\cos\theta+b\sin\theta,\qquad R(\theta)=e^{\theta ba/2}=\cos\tfrac\theta2+ba\sin\tfrac\theta2 .
\]

Since \(ba\) anticommutes with \(a\), \(RaR^\dagger=R^2a=(\cos\theta+ba\sin\theta)a=n\). In the frame that turns with \(R\), the Hamiltonian is

\[
R^\dagger HR-i\hbar R^\dagger\dot R=-\tfrac12\left(\Delta\,a+\hbar\dot\theta\,iba\right).
\]

The two terms anticommute, so the energies are \(\pm\tfrac12\sqrt{\Delta^2+\hbar^2\dot\theta^2}\), equal for all states of the ground space. In the slow limit the state stays at \(a=+1\) in this frame and gains a phase common to the whole encoded space. Apart from that phase, the leg applies \(R\).

A projection does the same thing with a smaller amplitude. On states with \(a=1\),

\[
P_nP_a=\tfrac12(1+\cos\theta+ba\sin\theta)P_a=\cos\tfrac\theta2\,R(\theta)P_a .
\]

For \(\theta=\pi/2\) the factor is \(1/\sqrt2\). Three legs give \(1/(2\sqrt2)\), the prefactor of the claim.

It remains to multiply the three rotations. Write \(a=s_0A\), \(b=s_1B\), \(c=s_2C\). The first two legs give

\[
\tfrac12(1+cb)(1+ba)=\tfrac12(1+ba+cb+ca),
\]

because \(cbba=ca\). For a closed path the last leg is \((1+ac)/\sqrt2\). Its product with the bracket uses \(acba=cb\), \(accb=ab=-ba\), \(acca=1\) and \(ca+ac=0\):

\[
W=\frac{2+2cb}{2\sqrt2}=\frac{1+cb}{\sqrt2}=\frac{1-s_1s_2\gamma_1\gamma_2}{\sqrt2}.
\]

For \(s_3=-s_0\) the path ends at \(-a\), and the last leg is \((1-ac)/\sqrt2\). The same products now give

\[
W=\frac{2ba+2ca}{2\sqrt2}=\frac{(b+c)a}{\sqrt2},
\]

which is \((s_1B+s_2C)/\sqrt2\) on the initial space, where \(a=1\). Multiplying by \(1/(2\sqrt2)\) recovers both lines of the first derivation.

The closed path bounds one eighth of a sphere, a solid angle of \(\pi/2\). The two eigenstates of \(Z\) acquire opposite phases of magnitude \(\pi/4\), half that angle. Without the measurement of \(C\) the path retraces itself, encloses no area, and gives \(P_AP_BP_A=\tfrac12P_A\): no gate.

Direct integration of the Schrödinger equation was used to test the exchange for \(s_0=s_1=+1\) and both signs of \(s_2\). Each leg lasted \(200\hbar/\Delta\), with a ramp starting and ending at rest. The overlap with \(W\) differed from one by less than \(10^{-10}\) in both cases.

## What each derivation assumes

The expansion needs projective measurements and the Majorana algebra. It needs no Hamiltonian, gap or slow motion, and covers each outcome string directly. By itself, however, it does not connect \(U\) with a physical motion of the modes.

Transport supplies that connection, at the price of a gap \(\Delta\) and motion slow compared with \(\hbar/\Delta\). The direction of the exchange is set by the signs of the couplings. A controlled coupling fixes these signs, whereas a measurement draws them at random; hence the corrections.

The two pictures join continuously. If a quarter-circle leg is divided into \(N\) measurements, each turning \(n\) by \(\pi/(2N)\), the probability that all give the followed sign is

\[
\cos^{2N}\!\frac{\pi}{4N}\simeq1-\frac{\pi^2}{16N}\quad(N\gg1).
\]

It is \(1/2\) for \(N=1\) and tends to one for many steps, where measurement alone drags the state along the path.

## Repeating a step, and combining gates

If \(s_3=-s_0\) is unwanted, measure \(C\) and \(A\) again, with results \(s_2'\) and \(s_3'\). Since \(P_A^{-s_0}=(1-s_0A)/2\) and \(A\) reverses \(C\),

\[
P_C^{s_2'}P_A^{-s_0}P_C^{s_2}=
\begin{cases}\tfrac12P_C^{s_2}&(s_2'=s_2)\\[2pt]-\tfrac12s_0AP_C^{s_2}&(s_2'=-s_2).\end{cases}
\]

The following projector turns \(A\) into the number \(s_3'\). Up to a sign and a factor \(\tfrac12\), the state is the one that would have followed from \(s_3'\) at the first attempt, with the original \(s_2\) still in force. Each repeat succeeds with probability \(\tfrac12\). The first attempt takes three measurements after preparation. It fails half the time, and a failure needs two repeats on average, of two measurements each. The mean is \(3+\tfrac12\cdot2\cdot2=5\). This leaves \(1\) or \(Z\) as the correction.

Repetition is optional. A braid sends each \(\gamma_i\) to a single \(\pm\gamma_j\), so it turns an earlier Pauli correction into another Pauli, which can be kept as two classical bits. For instance, braiding \((1,2)\), \((2,5)\), \((1,2)\) gives

\[
e^{-i\pi Z/4}\,\frac{1-iX}{\sqrt2}\,e^{-i\pi Z/4}
=\frac{e^{-i\pi Z/2}-iX}{\sqrt2}=-i\,\frac{X+Z}{\sqrt2},
\]

where \(Xe^{-i\pi Z/4}=e^{i\pi Z/4}X\) was used. This is a Hadamard gate. All 512 outcome histories starting from \(s_0=+1\) were tested, and each gave this gate times the Pauli predicted by the two bits.

## One state followed through the outcomes

Take a qubit with Bloch angles \(60^\circ\) and \(30^\circ\). Its Bloch vector is

\[
(\sin60^\circ\cos30^\circ,\ \sin60^\circ\sin30^\circ,\ \cos60^\circ)=(0.750,\,0.433,\,0.500).
\]

The gate \(e^{-i\pi Z/4}\) turns it by \(90^\circ\) about \(z\), so \((x,y,z)\to(-y,x,z)\) and the target is \((-0.433,\,0.750,\,0.500)\). With \(s_0=+1\), the outcome \((s_1,s_2,s_3)=(+,-,+)\) gives the target directly. The outcome \((+,+,-)\) gives \((-0.433,-0.750,-0.500)\). The list assigns it \(X\), which reverses \(y\) and \(z\) and restores the target. The numerical output lists all eight cases.

## How a device departs from the ideal

**Splitting.** Let each wire \((1,2),(3,4),(5,6)\) have a level splitting \(\varepsilon\), and let the wait between measurements be \(\tau\). Set \(\phi=\varepsilon\tau/\hbar\) and \(E=i\gamma_5\gamma_6\), which equals \(ZA\) at the fixed total parity. Each wait applies \(V=e^{-i\phi(Z+A+E)/2}\). Take \(s_0=+1\) and work to first order in \(\phi\), dropping common phases.

In the first wait \(E=Z\), which gives the relative error \(-i\phi Z\). In the last wait \(E=s_3Z\), which gives \(-i\phi Z\) for \(s_3=+1\) and nothing for \(s_3=-1\). In the middle wait, \(E\) commutes with \(B\) and can be moved to the start, giving \(-i\phi Z/2\). The terms \(A\) and \(Z\) reverse \(B\), so they replace \(K(s_1)\) by \(K(-s_1)\). The formulas for \(K\) give \(K(-s_1)=-itK(s_1)Z\) for both values of \(s_3\). The \(A\) term therefore adds \(-t\phi Z/2\), while the \(Z\) term adds the number \(-t\phi/2\), which changes the outcome's probability but not the state.

The squared size of the \(Z\) error is

\[
\left(\tfrac{25}{4}+\tfrac14\right)\phi^2=\tfrac{13}{2}\phi^2\ (s_3=+1),\qquad
\left(\tfrac94+\tfrac14\right)\phi^2=\tfrac52\phi^2\ (s_3=-1),
\]

with mean \(\tfrac92\phi^2\). Averaged over input states, a Pauli error costs a fraction \(1-\tfrac13=\tfrac23\) of its weight in fidelity, because \(\langle Z\rangle^2\) averages to \(\tfrac13\). For \(s_0=+1\) the average infidelity is thus \(3\phi^2\) when \(\phi\ll1\). For \(s_0=-1\), \(E=-Z\) cancels the \(Z\) term in the first wait, and the same steps give \(\phi^2\). Both results assume that the three splittings have the same sign, as in \(V\); reversing the sign for wire \((1,2)\) or \((5,6)\) alone exchanges them.

**Misreading.** If each outcome is misread independently with probability \(q\), a product of two outcomes is wrong with probability \(2q(1-q)\). The Pauli label needs both \(s_0s_3\) and \(s_1s_2\), so it is right with probability \([1-2q(1-q)]^2\).

**A rough real case.** For an InAs/Al nanowire island take a gap of 30 µeV, 3 µm wires, 50 mK, 1 µs per measurement, \(q=0.01\) and a parity lifetime of 1 ms. These are rough figures, and whether the low-energy states of such wires are Majorana modes is not settled. The 1 µs is counted as the wait \(\tau\) before an instantaneous projection, and the infidelities due to splitting are given for \(s_0=+1\); a measurement acting throughout the 1 µs would change their numerical factor. Estimate \(\varepsilon\) as the gap times \(e^{-L/\xi}\), leaving out disorder and oscillations of the splitting. An optimistic \(\xi=150\) nm gives \(\varepsilon=6.2\times10^{-8}\) µeV, \(\phi=9.4\times10^{-5}\) and an infidelity of \(2.6\times10^{-8}\). With \(\xi=250\) nm and all else fixed, \(\phi=0.28\) and the infidelity is 0.20; the small-\(\phi\) law would give 0.24. In this estimate the splitting depends exponentially on \(L/\xi\), so a modest change of \(\xi\) decides whether the modes may be treated as degenerate. Both values of \(\xi\) are favourable: in a clean wire \(\xi\) is roughly \(\hbar v\) divided by the gap, with \(v\) the electron velocity as reduced by the coupling to the aluminium, and for InAs a gap of 30 µeV then goes with a few hundred nanometres at the low end and can go with more than a micrometre. In this estimate \(\phi\) reaches one near \(\xi=280\) nm and is about 9 at 350 nm, where these wires would be too short.

At \(\xi=150\) nm readout dominates among the errors sized here. The label is wrong with probability \(1-0.9802^2=0.039\), which costs an infidelity of \(\tfrac23\times0.039=0.026\). The probability of losing parity in 3 µs is 0.003. Reading each parity three times and taking the majority lowers the readout infidelity to \(8\times10^{-4}\), but the sequence then lasts 9 µs and the probability of parity loss rises to 0.009, now well above the 0.0012 probability of a wrong label. Repetition helps here because readout was the worse fault; with a shorter parity lifetime it could do harm.

The thermal energy is 4.3 µeV, and the equilibrium occupation of one level at the gap is about \(9\times10^{-4}\). This is an occupation, not an error probability for the whole gate. With \(L/\xi=20\) each wire has several levels within the thermal energy of the gap, and there are three wires, so the total thermal occupation is several times larger and need not be small beside the figures for repeated readout. The ratio of \(\hbar\) to measurement time times gap is \(2\times10^{-5}\), so 1 µs is slow on the scale of the gap. Incomplete projection is not included in any of these figures.

## Computed values

```
Largest error of operator identity: 1.2e-16
Slow exchange, sign +1: 1-overlap with braid = 3.0e-11
Slow exchange, sign -1: 1-overlap with braid = 3.0e-11
Input Bloch angles: 60, 30 degrees
Input Bloch vector (x y z): +0.7500 +0.4330 +0.5000
After ideal braid  (x y z): -0.4330 +0.7500 +0.5000
Outcomes for s0=+1: s1 s2 s3, probability, Pauli, raw Bloch
  +1 +1 +1  0.1250  Z  +0.4330 -0.7500 +0.5000
  +1 +1 -1  0.1250  X  -0.4330 -0.7500 -0.5000
  +1 -1 +1  0.1250  1  -0.4330 +0.7500 +0.5000
  +1 -1 -1  0.1250  Y  +0.4330 +0.7500 -0.5000
  -1 +1 +1  0.1250  1  -0.4330 +0.7500 +0.5000
  -1 +1 -1  0.1250  Y  +0.4330 +0.7500 -0.5000
  -1 -1 +1  0.1250  Z  +0.4330 -0.7500 +0.5000
  -1 -1 -1  0.1250  X  -0.4330 -0.7500 -0.5000
Corrected Bloch vector, last row: -0.4330 +0.7500 +0.5000
Success probability of one repeat: 0.500
Mean measurements after preparation, forced: 5.00
Hadamard from three braids, histories checked: 512
Rough device inputs: gap 30 ueV, wire 3000 nm
  temperature 50 mK, measurement 1 us
  misreading 0.01, parity lifetime 1000 us
Infidelity/phase^2 at small phase: 3.0000
Decay length 150 nm: splitting 6.18e-08 ueV
  phase per wait 9.39e-05 rad, infidelity 2.65e-08
Decay length 250 nm: splitting 1.84e-04 ueV
  phase per wait 2.80e-01 rad, infidelity 1.99e-01
Single readout: misreading 1.00e-02 per outcome
  wrong Pauli label 3.92e-02, infidelity 2.61e-02
  parity-loss probability in 3 us: 3.00e-03
Triple readout: misreading 2.98e-04 per outcome
  wrong Pauli label 1.19e-03, infidelity 7.94e-04
  parity-loss probability in 9 us: 8.96e-03
Thermal energy: 4.31 ueV
Thermal occupation of one level at the gap: 9.46e-04
hbar/(measurement time * gap): 2.19e-05
```
